# Current Exchange in a Contact Between Two Resistive Sheets

## Question

A metal film overlaps a semiconductor layer over $0<x<L$. The overlap has width $W$. The semiconductor and the metal have sheet resistances $R_s$ and $R_m$, and the interface between them has specific contact resistance $\rho_c$, defined by $J=(V_s-V_m)/\rho_c$. Here $V_s(x)$ and $V_m(x)$ are the sheet potentials, and $J$ is the current density crossing from semiconductor to metal.

Treat each layer as a sheet, with a potential that does not vary through its thickness. All parameters are uniform, the interface is linear, the state is steady, and current enters or leaves the pair of sheets only at the stated terminals. The sheet currents $I_s(x)$ and $I_m(x)$ are positive along $+x$.

In parts (b) to (e) a current $I$ enters the semiconductor at $x=0$ and leaves the metal at $x=L$. This is called the lap feed.

## (a) The length scale

**Find the differential equation for $u=V_s-V_m$ and the length on which $u$ varies. What does the metal's resistance do to this length?**

**Answer.** A strip of sheet of length $dx$ and width $W$ has resistance $R\,dx/W$. Potential falls in the direction of positive current, so

$$\frac{dV_s}{dx}=-\frac{R_sI_s}{W},\qquad \frac{dV_m}{dx}=-\frac{R_mI_m}{W}.$$

The same strip passes a current $JW\,dx=uW\,dx/\rho_c$ through the interface. The semiconductor loses it and the metal gains it:

$$\frac{dI_s}{dx}=-\frac{Wu}{\rho_c},\qquad \frac{dI_m}{dx}=+\frac{Wu}{\rho_c}.$$

Subtracting the two Ohm's laws gives

$$\frac{du}{dx}=-\frac{R_sI_s-R_mI_m}{W}. \tag{1}$$

Differentiate once more and insert the two conservation laws:

$$\frac{d^2u}{dx^2}=-\frac1W\left[R_s\left(-\frac{Wu}{\rho_c}\right)-R_m\left(\frac{Wu}{\rho_c}\right)\right]=\frac{R_s+R_m}{\rho_c}\,u .$$

Both terms in the bracket are negative, so the sheet resistances add. With $S=R_s+R_m$,

$$\frac{d^2u}{dx^2}=\frac{u}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_s+R_m}} .$$

At fixed $R_s$ and $\rho_c$, a resistive metal shortens the transfer length. As $R_m\to0$ the length returns to $\sqrt{\rho_c/R_s}$. No terminal condition was used, so $L_T$ does not depend on where the terminals are. The distribution of $J$ does depend on them.

## (b) The lap feed

**Find $u(x)$ and $I_s(x)$. How is the current exchange shared between the two ends of a long contact?**

**Answer.** The end conditions are $I_s(0)=I$, $I_m(0)=0$, $I_s(L)=0$ and $I_m(L)=I$. Equation (1) turns them into

$$u'(0)=-\frac{R_sI}{W},\qquad u'(L)=+\frac{R_mI}{W}.$$

A convenient general solution is

$$u=A\cosh\frac{L-x}{L_T}+B\cosh\frac{x}{L_T},$$

because at each end the slope of one term vanishes. Write $\Lambda=L/L_T$. At $x=0$ the slope is $-(A/L_T)\sinh\Lambda$, and at $x=L$ it is $(B/L_T)\sinh\Lambda$. Hence $A=IR_sL_T/(W\sinh\Lambda)$ and $B=IR_mL_T/(W\sinh\Lambda)$, so

$$u(x)=\frac{IL_T}{W\sinh\Lambda}\left[R_s\cosh\frac{L-x}{L_T}+R_m\cosh\frac{x}{L_T}\right]. \tag{2}$$

The total current is conserved, $I_s+I_m=I$. Putting $I_m=I-I_s$ into (1) gives $Wu'=-SI_s+R_mI$, or $I_s=(R_mI-Wu')/S$. Differentiating (2) then yields

$$\frac{I_s}{I}=\frac{R_m}{S}+\frac{R_s\sinh[(L-x)/L_T]-R_m\sinh(x/L_T)}{S\sinh\Lambda}. \tag{3}$$

When $L\gg L_T$, the second term is negligible far from both ends. There $u\approx0$, and the sheets act as parallel resistors, with the semiconductor carrying the fraction $R_m/S$. The front end has therefore transferred $R_s/S$ of the current, and the far end must transfer the remaining $R_m/S$. For $R_s=100$ and $R_m=40$ ohm/sq, the semiconductor keeps about 0.286 of the current in the middle.

In the opposite limit, $L\ll L_T$, each cosh in (2) tends to 1 and $\sinh\Lambda$ to $L/L_T$. Then $u\to ISL_T^2/(WL)=I\rho_c/(WL)$, and the exchange is uniform.

## (c) The terminal resistance

**Find $R=[V_s(0)-V_m(L)]/I$.**

**Answer.** Cross the interface at $x=0$, then follow the metal to $x=L$:

$$V_s(0)-V_m(L)=u(0)+\frac{R_m}{W}\int_0^L I_m\,dx .$$

Let $C=\cosh\Lambda$ and $s=\sinh\Lambda$. Both sinh functions in (3) integrate to $L_T(C-1)$ over the contact. Since $I_m/I=1-I_s/I$ and $1-R_m/S=R_s/S$,

$$\int_0^L\frac{I_m}{I}\,dx=\frac{R_sL}{S}-\frac{(R_s-R_m)L_T(C-1)}{Ss}.$$

With $u(0)$ from (2),

$$RW=\frac{R_sR_mL}{S}+\frac{L_T}{Ss}\Big[(R_s+R_m)(R_sC+R_m)-R_m(R_s-R_m)(C-1)\Big].$$

The first product in the bracket is $R_s^2C+R_sR_m+R_sR_mC+R_m^2$. The second, with its minus sign, is $-R_sR_mC+R_sR_m+R_m^2C-R_m^2$. Adding them,

$$RW=\frac{R_sR_mL}{S}+\frac{L_T\left[(R_s^2+R_m^2)\cosh\Lambda+2R_sR_m\right]}{S\sinh\Lambda}. \tag{4}$$

The first term is the resistance of the two sheets in parallel along the whole overlap. The second is the cost of moving current between them. For $R_m\to0$ the result becomes $R_sL_T\coth\Lambda$, the value for an ideal metal. For $L\ll L_T$ it becomes $\rho_c/L$, the resistance of a uniformly used interface.

## (d) Equal sheet resistances

**Set $R_s=R_m=R_0$. Find $J(x)$, $I_s(x)$ and $R$. Map the exchange for $R_0=100$ ohm/sq, $\rho_c=2\times10^{-8}$ ohm cm², $L=400$ nm and $I/W=0.10$ mA/µm, and compare it with an ideal metal.**

**Answer.** Now $L_T=\sqrt{\rho_c/(2R_0)}$. In (2) use

$$\cosh\frac{L-x}{L_T}+\cosh\frac{x}{L_T}=2\cosh\frac{\Lambda}{2}\cosh\frac{x-L/2}{L_T}$$

and $\sinh\Lambda=2\sinh(\Lambda/2)\cosh(\Lambda/2)$. Dividing $u$ by $\rho_c$ and using $R_0/\rho_c=1/(2L_T^2)$,

$$J(x)=\frac{I}{2WL_T}\,\frac{\cosh[(x-L/2)/L_T]}{\sinh(\Lambda/2)}.$$

In (3), the difference of the sinh functions is $-2\cosh(\Lambda/2)\sinh[(x-L/2)/L_T]$. Therefore

$$\frac{I_s}{I}=\frac12-\frac{\sinh[(x-L/2)/L_T]}{2\sinh(\Lambda/2)}.$$

The exchange density is symmetric about the centre, so half of the current crosses in each half of the contact. In (4), the second term becomes $R_0L_T(\cosh\Lambda+1)/\sinh\Lambda$, so

$$RW=\frac{R_0L}{2}+R_0L_T\coth\frac{\Lambda}{2}. \tag{5}$$

For the given values,

$$L_T=\sqrt{\frac{2\times10^{-8}}{200}}\ \text{cm}=10^{-5}\ \text{cm}=100\ \text{nm},\qquad \Lambda=4 .$$

| $x$ (nm) | $I_s/I$ | $I_m/I$ | $J$ (kA/cm²) |
|---:|---:|---:|---:|
| 0 | 1.000 | 0.000 | 51.9 |
| 50 | 0.794 | 0.206 | 32.4 |
| 100 | 0.662 | 0.338 | 21.3 |
| 150 | 0.572 | 0.428 | 15.5 |
| 200 | 0.500 | 0.500 | 13.8 |
| 250 | 0.428 | 0.572 | 15.5 |
| 300 | 0.338 | 0.662 | 21.3 |
| 350 | 0.206 | 0.794 | 32.4 |
| 400 | 0.000 | 1.000 | 51.9 |

The mean density is 25.0 kA/cm². The 100 nm next to each end passes 33.8% of the current, and the central 200 nm passes 32.4%. The transfer length is thus a decay length and does not mark a strip that carries all the exchange.

The resistance is

$$RW=\frac{100\times0.4}{2}+100\times0.1\times\coth2=20.00+10.37=30.37\ \text{ohm µm}.$$

For an ideal metal, with $R_s$, $\rho_c$, $L$ and $I/W$ held fixed, the transfer length is 141.4 nm. Equation (2) then gives 71.2 kA/cm² at the front and 8.4 kA/cm² at the far end, and the resistance is 14.24 ohm µm. The resistive metal has lowered the front peak even though $L_T$ is shorter. The reason follows from (2): in a long contact $u(0)\approx IR_sL_T/W$, which becomes smaller when $L_T$ becomes shorter. The far end takes over the rest of the exchange.

## (e) The best length

**For the lap feed, which overlap length minimises $R$ in (4)? Evaluate it for the contact of part (d), and state when the answer is useful for layout.**

**Answer.** Hold $R_s$, $R_m$, $\rho_c$ and $W$ fixed, and put $P=R_s^2+R_m^2$ and $Q=R_sR_m$. Equation (4) reads

$$\frac{SRW}{L_T}=Q\Lambda+\frac{PC+2Q}{s}.$$

Since $dC/d\Lambda=s$ and $ds/d\Lambda=C$, the derivative of the right-hand side is

$$Q+\frac{Ps^2-(PC+2Q)C}{s^2}=Q-\frac{P+2QC}{s^2},$$

where $C^2-s^2=1$ was used. Setting this to zero gives $Q(s^2-2C)=P$. With $s^2=C^2-1$ and $r=R_m/R_s$, so that $P/Q=r+1/r$,

$$C^2-2C-1=r+\frac1r,\qquad (C-1)^2=r+2+\frac1r=\left(\sqrt r+\frac1{\sqrt r}\right)^2 .$$

Since $C>1$, the positive root applies:

$$\cosh\frac{L}{L_T}=1+\sqrt r+\frac1{\sqrt r}.$$

For $r>0$, the resistance diverges both as $L\to0$ and as $L\to\infty$, so this single stationary point is the minimum. As $r\to0$ the best length grows without limit, in agreement with the ideal-metal formula, which falls steadily with $L$.

For equal sheets $\cosh\Lambda=3$. Because $\cosh\Lambda=1+2\sinh^2(\Lambda/2)$, this means $\sinh(\Lambda/2)=1$, and

$$L=2L_T\ln(1+\sqrt2)=1.763\,L_T=176\ \text{nm}.$$

At this length $\coth(\Lambda/2)=\sqrt2$, and (5) gives 22.96 ohm µm, compared with 30.37 ohm µm at 400 nm.

This minimum concerns the resistance between the two ends of the overlap, which move closer together as $L$ shrinks. Suppose instead that the outer terminals stay a distance $D$ apart, with $D>L$, and that single sheets of resistance $R_0$ fill the remaining length. The total is then

$$R_{\rm tot}W=R_0(D-L)+\frac{R_0L}{2}+R_0L_T\coth\frac{\Lambda}{2}=R_0D-\frac{R_0L}{2}+R_0L_T\coth\frac{\Lambda}{2}.$$

Both $L$-dependent terms fall as $L$ grows, so a longer overlap is better. The 176 nm optimum is a design rule only when shortening the overlap does not lengthen the leads.

## (f) Moving the metal terminal

**The current is now taken from the metal at $x=0$. What changes?**

**Answer.** Neither sheet carries current at $x=L$, so $I_s+I_m=0$ throughout, with $I_s(0)=I$ and $I_m(0)=-I$. Equation (1) gives $u'(0)=-SI/W$ and $u'(L)=0$. The solution is

$$u=\frac{ISL_T}{W}\,\frac{\cosh[(L-x)/L_T]}{\sinh\Lambda},\qquad RW=\frac{Wu(0)}{I}=SL_T\coth\Lambda .$$

The transfer length is the same, but the exchange now decreases steadily from the front, and the second peak is gone. For a long contact with equal sheets the front density tends to $I/(WL_T)$, twice the lap value $I/(2WL_T)$.

For the 400 nm contact, $RW=200\times0.1\times\coth4=20.01$ ohm µm. This is below the lap value because current need not travel the full overlap to reach its exit. The two figures refer to different terminal positions.

## (g) A real contact

**The values in part (d) are meant for titanium nitride on heavily doped n-type silicon, with layers 25 nm and 50 nm thick. Judge the model for this case.**

**Answer.** The electrical values are rough but plausible for such films. For given values of the sheet and contact resistances, the assumption that matters most among those examined here is the bare nitride lead. Titanium nitride can also serve as a liner under a thicker, more conductive metal. If that metal covers the whole contact, the effective $R_m$ becomes small, and the resistance moves from 30.37 towards the ideal-metal value of 14.24 ohm µm. This is a far larger change than any of the following estimates, each made separately for the 400 nm lap contact.

- **Finite thickness.** The sheet picture needs $\rho_c$ to be large compared with $R_st_s^2$ and $R_mt_m^2$, where $t_s$ and $t_m$ are the thicknesses. A finite-volume solution of two-dimensional conduction was made with isotropic layers, each continued 150 nm beyond its fed end. After subtraction of the resistance of these extensions it gives 30.67 ohm µm, which is 1.0% above the sheet result.
- **Depletion.** For a donor density $N=1.5\times10^{20}$ cm⁻³ and a rough band bending $\phi=0.6$ eV, the width $\sqrt{2\varepsilon\phi}/(q\sqrt N)$ is 2.3 nm, with $\varepsilon$ the permittivity of silicon and $q$ the elementary charge. Removing this from the 50 nm layer raises $R_s$ under the contact and increases $R$ by 1.9%.
- **Temperature.** Take rough coefficients of $+1.0\times10^{-3}$, $+3\times10^{-4}$ and $-1.5\times10^{-3}$ per kelvin for $R_s$, $R_m$ and $\rho_c$. Going from 25 to 85 °C then raises $R$ by 1.3% and shortens $L_T$ to about 94 nm. The change in $R$ is the remainder of opposing terms, and its sign is not secure: it becomes −0.2% if the coefficient of $R_m$ is $-3\times10^{-4}$, and −0.5% or +3.1% if that of $\rho_c$ is $-3\times10^{-3}$ or zero.
- **Nonlinearity.** The largest interface drop is 1.04 mV. On n-type silicon a positive $u$ is a reverse bias, so a diode law reads $J\propto 1-e^{-qu/kT}$. Its first correction relative to the linear term is $-qu/(2kT)$, or −2.0% at 300 K. This law does not describe the present contact. Thermionic emission over a barrier of 0.5 to 0.6 eV would give $\rho_c$ of roughly 0.4 to 14 ohm cm², at least seven orders of magnitude above the assumed value. At this doping the tunnelling energy $E_{00}=(q\hbar/2)\sqrt{N/(\varepsilon m^*)}$, with $m^*$ the tunnelling mass, is five to six times $kT$, so the current tunnels. A WKB estimate for a parabolic barrier with $m^*$ between 0.19 and 0.3 electron masses gives $\rho_c$ of order $10^{-8}$ ohm cm² and a correction of only +0.1 to +0.2%, opposite in sign to the diode figure.
- **Self-heating.** The dissipated power is $I^2R$. Letting it spread as a half-cylinder through silicon of rough conductivity 100 W/(m K), from a radius of 200 nm to 500 µm, gives a rise of about 8 mK. This counts the overlap alone: bare leads of 100 ohm/sq carrying the same current add about 40 mK if each is 1 µm long and about 0.3 K if each is 10 µm long. The thermal resistance of the interfaces is left out, and a buried oxide would invalidate this estimate.

The transfer length also inherits the uncertainty of the interface: at fixed sheet resistances, a factor of two in $\rho_c$ changes $L_T$ by a factor $\sqrt2$. The resistance is affected too. By (5), doubling $\rho_c$ raises $R$ of the 400 nm contact by 18%, and a fivefold increase raises it by 69%. A true $\rho_c$ five times the assumed value would thus change $R$ by more than the choice of lead does, 21 against 16 ohm µm. A value five times smaller would lower $R$ by only 19%. There $\rho_c$ is just 1.6 times $R_st_s^2$, so the sheet picture is marginal, and two-dimensional conduction gives a resistance 2% above the sheet value.

All numerical values are calculated from the stated model.
